\section*{Kane's Band Tail and Its Reduction by Localisation Energy}

\section{A crystal with one random offset}

Suppose that the potential energy of an electron in a crystal is the same number $V$ everywhere, and that $V$ differs from crystal to crystal. It is drawn from a Gaussian distribution with mean zero and variance $\sigma^2$,
\begin{equation}
P(V)=\frac{e^{-V^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
\end{equation}
In each crystal the band is unchanged except that its edge lies at $V$. The average density of states is therefore the density above a sharp edge, shifted by $V$ and averaged over $V$.

Atomic units with $\hbar=1$ are used. The band is isotropic with mass $m$, and both spins are counted. Plane waves with $|\mathbf k|<K$ number $2(4\pi K^3/3)/(2\pi)^3=K^3/3\pi^2$ per volume. With $K=\sqrt{2mE}$, differentiation with respect to $E$ gives
\begin{equation}
g_0(E)=\frac{(2m)^{3/2}}{2\pi^2}\sqrt E=A\sqrt E,\qquad A=\frac{\sqrt2\,m^{3/2}}{\pi^2}.
\end{equation}
The average over offsets is
\begin{equation}
\rho_K(E)=\int_{-\infty}^{E}A\sqrt{E-V}\,P(V)\,dV. \label{conv}
\end{equation}
This is Kane's density of states. Put $E-V=\sigma x$ and $e=E/\sigma$. Then $\sqrt{E-V}\,dV/\sigma$ becomes $\sqrt\sigma\sqrt x\,dx$, and
\begin{equation}
\rho_K=\frac{A\sqrt\sigma}{\sqrt{2\pi}}\,e^{-e^2/2}\int_0^\infty\!\sqrt x\;e^{-x^2/2+ex}\,dx .
\end{equation}
The parabolic cylinder function has the integral representation
\begin{equation}
D_{-3/2}(z)=\frac{e^{-z^2/4}}{\Gamma(3/2)}\int_0^\infty\!\sqrt x\;e^{-x^2/2-zx}\,dx .
\end{equation}
With $z=-e$ the integral in $\rho_K$ equals $\Gamma(3/2)\,e^{e^2/4}D_{-3/2}(-e)$. Since $\Gamma(3/2)/\sqrt{2\pi}=1/(2\sqrt2)$,
\begin{equation}
\rho_K(E)=\frac{A\sqrt\sigma}{2\sqrt2}\,e^{-E^2/4\sigma^2}D_{-3/2}(-E/\sigma). \label{kane}
\end{equation}

High in the band, $\sqrt{E-V}$ may be expanded in $V/E$. The linear term averages to zero and the quadratic one gives $\rho_K\simeq A\sqrt E\,(1-\sigma^2/8E^2)$. Below the mean edge, write $E=-\varepsilon$ with $\varepsilon>0$ and let $t=E-V$ be the kinetic energy. The Gaussian becomes
\begin{equation}
e^{-(\varepsilon+t)^2/2\sigma^2}=e^{-\varepsilon^2/2\sigma^2}e^{-\varepsilon t/\sigma^2}e^{-t^2/2\sigma^2}.
\end{equation}
The second factor restricts $t$ to about $\sigma^2/\varepsilon$. When $\varepsilon\gg\sigma$ the third factor is then close to one, and $\int_0^\infty\sqrt t\,e^{-\varepsilon t/\sigma^2}dt=\tfrac{\sqrt\pi}{2}(\sigma^2/\varepsilon)^{3/2}$. Hence
\begin{equation}
\rho_K(-\varepsilon)\simeq\frac{A\sigma^2}{2\sqrt2\,\varepsilon^{3/2}}\,e^{-B_K},\qquad B_K=\frac{\varepsilon^2}{2\sigma^2}. \label{ktail}
\end{equation}

\section{Fluctuations of finite range}

In a real crystal $V(\mathbf r)$ varies from place to place. Take it to be a Gaussian field with mean zero and correlation
\begin{equation}
\langle V(\mathbf r)V(\mathbf r')\rangle=\sigma^2C(|\mathbf r-\mathbf r'|),\qquad C(r)=e^{-r/L}.
\end{equation}
Randomly placed screened charges give this form. Let their density be $n_c$ and the potential of each have magnitude $Ze^{-r/L}/\kappa r$. The covariance at separation $R$ is $n_c(Z/\kappa)^2$ times the overlap of two such functions. Use the distances $r_1,r_2$ from the two centres as coordinates. From $r_2^2=r_1^2+R^2-2r_1R\cos\theta$ at fixed $r_1$, the volume element is $2\pi r_1r_2\,dr_1dr_2/R$. With $p=r_1+r_2\ge R$ and $d=r_1-r_2$, $|d|\le R$, the overlap is
\begin{equation}
\frac{2\pi}{R}\cdot\frac12\int_{-R}^{R}\!dd\int_R^\infty\! e^{-p/L}dp=2\pi L\,e^{-R/L}.
\end{equation}
Thus $\sigma^2=2\pi n_cLZ^2/\kappa^2$. Gaussian statistics need $n_cL^3\gg1$, and they fail for wells so deep that the required change in the number of charges is comparable with the mean number.

Kane's approximation applies \eqref{conv} locally, as if each region had its own band edge. This is justified when the potential changes little over a wavelength. A one-dimensional diagonalization with $\sigma=200\,T_L$, where
\begin{equation}
T_L=\frac1{2mL^2},
\end{equation}
gives 1.015 times the local count of states below the mean edge, with a sampling error of about 0.003, on a grid of spacing $h=L/32$. Most of this excess is due to the grid: the lattice dispersion $E=2T_L(L/h)^2(1-\cos kh)$ raises $k$ at kinetic energy $E$ by the factor $1+(E/T_L)(h/L)^2/24$, which averages to about 0.9\% over these potentials. The rest is sampling noise: much longer samples give 1.010 on this grid, and the ratio falls to 1.000, within 0.001, at $h=L/256$. The total count agrees this well although the potential is not slow: at kinetic energy $\sigma$ the wavelength is $2\pi L/\sqrt{200}=0.44L$, and over that distance the rms change of $V$ is about $0.85\sigma$. The deep tail is different. A state there sits in a rare well of limited size and must pay kinetic energy for its confinement.

Let $f$ be a real normalised wave function, and define
\begin{equation}
T_f=\frac1{2m}\int|\nabla f|^2,\qquad s_f=\iint f^2(\mathbf r)\,C(|\mathbf r-\mathbf r'|)\,f^2(\mathbf r').
\end{equation}
The result derived below in two ways is that, at fixed $\varepsilon$, $m$, $L$ and for small $\sigma$, the tail behaves to leading exponential order as $e^{-B}$ with
\begin{equation}
B(\varepsilon)=\min_f B_f,\qquad B_f=\frac{(\varepsilon+T_f)^2}{2\sigma^2s_f}. \label{main}
\end{equation}
This is the exponent of Halperin and Lax. Every localised $f$ has $T_f>0$, and $s_f<1$ because $C<1$ at nonzero separation. Hence $B>B_K$.

\section{First derivation: bounds from wave functions}

Place the system in a fixed volume, large compared with the well, on a grid of $M$ points fine enough to resolve $f$. The potential is then a set of $M$ correlated Gaussian numbers. Factor the correlation matrix as $C=RR^{\mathsf T}$ and write $V=\sigma Rz$, where $z$ has $M$ independent components of unit variance.

For a given $f$ let $w_i$ be the weight of $f^2$ at point $i$, with $\sum_iw_i=1$. The potential felt by $f$ is
\begin{equation}
V_f=\sum_iw_iV_i=\sigma\,a\cdot z,\qquad a=R^{\mathsf T}w,\qquad |a|^2=w^{\mathsf T}Cw=s_f .
\end{equation}
It is a Gaussian number of variance $\sigma^2s_f$. Averaging over the extent of the state has multiplied the variance by $s_f<1$.

\emph{Lower bound.} By the variational principle the lowest level satisfies $E_0\le T_f+V_f$. A state at or below $-\varepsilon$ therefore certainly exists if $V_f\le-(\varepsilon+T_f)$, so that
\begin{equation}
\mathrm{Prob}(E_0\le-\varepsilon)\ \ge\ \tfrac12\,\mathrm{erfc}\sqrt{B_f}\ \simeq\ \frac{e^{-B_f}}{2\sqrt{\pi B_f}} .
\end{equation}
This holds for every $f$, and the best bound comes from the smallest $B_f$.

\emph{Upper bound.} Suppose that $E_0\le-\varepsilon$, and let $f$ now be the ground state itself. Then $V_f=E_0-T_f\le-(\varepsilon+T_f)$. The Cauchy--Schwarz inequality gives
\begin{equation}
\varepsilon+T_f\le\sigma|a\cdot z|\le\sigma\sqrt{s_f}\,|z|
\quad\Rightarrow\quad |z|^2\ge2B_f\ge2B .
\end{equation}
A level this deep thus requires the random vector $z$ to lie outside a sphere of radius $\sqrt{2B}$. The radius of $z$ has density proportional to $|z|^{M-1}e^{-|z|^2/2}$, so for large $B$
\begin{equation}
\mathrm{Prob}(E_0\le-\varepsilon)\le\mathrm{Prob}(|z|^2\ge2B)\simeq\frac{B^{M/2-1}}{\Gamma(M/2)}\,e^{-B}.
\end{equation}

As $\sigma\to0$, $\sigma^2B$ stays constant while $B$ grows. The powers of $B$ in the two bounds contribute only $\ln B$ to the logarithm, and both bounds give the exponent $B$. The mean number of states below $-\varepsilon$ lies between $2$ and $2M$ times this probability, so it has the same exponent. If this number is $e^{-B}$ times a prefactor that varies smoothly with energy, differentiation changes only the prefactor, and the density of states has the same exponent.

\section{Second derivation: the least costly potential}

The second route treats the potential as the unknown. A potential $V$ has probability weight $e^{-S[V]}$ with
\begin{equation}
S[V]=\frac1{2\sigma^2}\iint V(\mathbf r)\,C^{-1}(\mathbf r,\mathbf r')\,V(\mathbf r').
\end{equation}
When $\sigma$ is small, the potentials that bind a state at $-\varepsilon$ are dominated by the one of least $S$. We therefore minimise $S$ subject to $E_0[V]=-\varepsilon$.

First-order perturbation theory gives $\delta E_0=\int f^2\,\delta V$, where $f$ is the ground state. With a Lagrange multiplier $\lambda/\sigma^2$ the condition is
\begin{equation}
\frac1{\sigma^2}C^{-1}V+\frac{\lambda}{\sigma^2}f^2=0
\quad\Rightarrow\quad
V_*(\mathbf r)=-\lambda\int C(|\mathbf r-\mathbf r'|)f^2(\mathbf r')\,d^3r'. \label{well}
\end{equation}
The best well is the density of its own bound state, smeared by the correlation function. The state obeys
\begin{equation}
-\frac{\nabla^2f}{2m}+V_*f=-\varepsilon f. \label{nls}
\end{equation}
Multiplying by $f$ and integrating gives $T_f-\lambda s_f=-\varepsilon$, so $\lambda=(\varepsilon+T_f)/s_f$. In the cost, $C^{-1}V_*=-\lambda f^2$, and therefore
\begin{equation}
S[V_*]=\frac{\lambda^2}{2\sigma^2}\iint f^2Cf^2=\frac{\lambda^2s_f}{2\sigma^2}=\frac{(\varepsilon+T_f)^2}{2\sigma^2s_f}=B_f .
\end{equation}

It remains to show that the minimum over $f$ leads to the same equation. Vary $\ln B_f$ at fixed norm. The changes are $\delta T_f=2\int\delta f\,(-\nabla^2f/2m)$ and $\delta s_f=4\int\delta f\,f\,(Cf^2)$, where $(Cf^2)$ is the integral in \eqref{well}. Stationarity of $2\ln(\varepsilon+T_f)-\ln s_f$ requires
\begin{equation}
\frac{4}{\varepsilon+T_f}\left(-\frac{\nabla^2f}{2m}\right)-\frac{4}{s_f}(Cf^2)f=\text{const}\times f .
\end{equation}
Multiplication by $(\varepsilon+T_f)/4$ gives \eqref{nls} with an unknown eigenvalue, and projection on $f$ fixes it as $T_f-\lambda s_f=-\varepsilon$. The minimising $f$ can be chosen without sign changes, since $|f|$ has the same density and no larger kinetic energy. A nodeless eigenfunction is the ground state, so the constraint on $E_0$ is met. The least cost is again \eqref{main}.

\section{What each derivation assumes}

Both derivations assume one electron in one parabolic band, Gaussian statistics and a small $\sigma$ at fixed $\varepsilon$. This implies $B\gg1$, but $B\gg1$ alone is not always enough, as the wide states below show. They differ in what else they need.

The first uses the variational principle, the Cauchy--Schwarz inequality and the tail of a Gaussian vector. It does not assume that one potential dominates, and it never differentiates an eigenvalue. Its price is a fixed volume and a fixed grid while $\sigma\to0$. The power of $B$ in its upper bound depends on $M$, so it cannot supply a prefactor.

The second assumes that a least costly well exists, that its ground state responds smoothly to $V$, and that fluctuations around the well alter only the prefactor. In return it gives the shape of the well, and it is the starting point for a prefactor, which would follow from integrating over those fluctuations and over the position of the well. That integration is not carried out here.

Kane's exponent corresponds to $T_f=0$ and $s_f=1$ together. The first needs a state spread over a large region; the second needs a state small compared with $L$. Both hold when $L\to\infty$, which is the crystal with a single offset.

\section{Slope and limits of the tail}

Since $B_f$ is stationary in $f$, its derivative with respect to $\varepsilon$ can be taken at fixed $f$:
\begin{equation}
\frac{dB}{d\varepsilon}=\frac{\varepsilon+T}{\sigma^2s}>\frac{\varepsilon}{\sigma^2},\qquad
n\equiv\frac{d\ln B}{d\ln\varepsilon}=\frac{2\varepsilon}{\varepsilon+T}. \label{slope}
\end{equation}
The inequality settles in what sense the true tail is shallower. It reaches less far into the gap. On a logarithmic plot its exponential factor falls more steeply than Kane's at the same depth, although the exponent grows with a lower power of $\varepsilon$ than Kane's $n=2$.

\emph{Wide states, $\varepsilon\ll T_L$.} If $f$ has a size $a\gg L$, the correlation acts as a point interaction and $s\propto a^{-3}$, while $T\propto a^{-2}$. Stationarity in $\ln a$ gives
\begin{equation}
-\frac{4T}{\varepsilon+T}+3=0\quad\Rightarrow\quad T=3\varepsilon,\quad n=\tfrac12 .
\end{equation}
At $\varepsilon=10^{-3}T_L$ the numerical solution has $T/\varepsilon=2.86$ and $n=0.52$. Here $B\gg1$ is not a sufficient condition. To second order in $V$ the band edge itself moves down by $2m\sigma^2\int C(r)\,d^3r/(4\pi r)=\sigma^2/T_L$. The exponent describes a tail at $-\varepsilon$ only if this shift is small compared with $\varepsilon$, so $\sigma^2\ll\varepsilon T_L$ is needed.

\emph{Compact states, $\varepsilon\gg T_L$.} If $a\ll L$, then $1-s\simeq c_1a/L$ and $T=c_2T_LL^2/a^2$, with numbers $c_1,c_2$ set by the shape of $f$. To first order
\begin{equation}
\frac{B}{B_K}-1\simeq\frac{2T}{\varepsilon}+(1-s).
\end{equation}
Under a change of $\ln a$ the first term changes at the rate $-4T/\varepsilon$ and the second at the rate $1-s$. At the minimum $1-s=4T/\varepsilon$, and the excess is $6T/\varepsilon$. It also follows that $a/L\propto(T_L/\varepsilon)^{1/3}$, so the excess falls as $\varepsilon^{-1/3}$. At $\varepsilon=10^6T_L$ the estimate is $6\times0.0062=0.037$, against 0.038 computed.

Although $B/B_K\to1$, the difference $B-B_K\simeq3\varepsilon T/\sigma^2$ grows as $\varepsilon^{5/3}$. The factor $e^{B-B_K}$ by which Kane's exponential exceeds the localised one therefore keeps growing even where the ratio of exponents approaches one.

Between the limits $n$ passes through one, where $T=\varepsilon$. At that depth the tangent to $B(\varepsilon)$ passes through the origin. This marks a crossover and does not by itself make the tail exponential.

\section{A worked example}

Take a Gaussian field with the model values $m=0.1$, $L=100$ bohr and $\sigma=2$ mHa. These values do not represent singly charged centres in an ordinary semiconductor: with $Z=1$ and $\kappa=10$ the relation $\sigma^2=2\pi n_cLZ^2/\kappa^2$ gives $n_cL^3=0.64$, too small for Gaussian statistics. The kinetic scale is $T_L=1/(2\times0.1\times10^4)=5\times10^{-4}$ Ha, or 0.5 mHa, and $A=4.53\times10^{-3}$ Ha$^{-3/2}$ bohr$^{-3}$. Kane's density is $8.33\times10^{-5}$ Ha$^{-1}$ bohr$^{-3}$ at the mean edge and $1.30\times10^{-7}$ in the same unit at $\varepsilon=6$ mHa. The tail formula \eqref{ktail} exceeds the full expression \eqref{kane} by 18\% at this depth and by 7\% at 10 mHa.

Solving \eqref{nls} on a radial grid gives, with energies in mHa,
\begin{center}
\begin{tabular}{cccccc}
$\varepsilon$ & $T$ & $s$ & $n$ & $B_K$ & $B$\\
2 & 0.82 & 0.263 & 1.42 & 0.5 & 3.8\\
4 & 1.29 & 0.336 & 1.51 & 2.0 & 10.4\\
6 & 1.68 & 0.380 & 1.56 & 4.5 & 19.4\\
8 & 2.04 & 0.412 & 1.59 & 8.0 & 30.6\\
10 & 2.36 & 0.436 & 1.62 & 12.5 & 43.8
\end{tabular}
\end{center}
The first row is formal, since $B$ is not large there. In the other rows $\sigma$ is only moderately small: $\sigma^2/\varepsilon T_L$ runs from 2 to 0.8. As a rough measure of what the exponent omits, the second-order shift of a $k=0$ state evaluated at energy $-\varepsilon$, $\sigma^2/[T_L(1+\sqrt{\varepsilon/T_L})^2]$, is 0.4 mHa at $\varepsilon=6$ mHa, which is worth about 2 in an exponent of 19. At 6 mHa,
\begin{equation}
B=\frac{(6+1.685)^2}{2\times2^2\times0.3802}=19.4 .
\end{equation}
Relative to $B_K=4.5$, the kinetic energy enters directly through $(7.685/6)^2=1.64$, and the averaging of the potential through $1/0.3802=2.63$. The larger factor is the averaging. It too has a kinetic origin: without kinetic energy the state could shrink to a point, where $s=1$. A Gaussian trial function gives a $B$ only 0.4\% above the optimum at this depth.

The logarithmic slopes at 6 mHa are $6/4=1.5$ per mHa for Kane's exponent and $7.685/(4\times0.3802)=5.05$ per mHa for the localised one. Kane's exponent reaches 12.5 at a depth of 10 mHa (272 meV). With localisation the same exponent is reached at 4.5 mHa (123 meV), which is 0.45 of Kane's depth.

These are comparisons of exponents. How much a prefactor can matter is seen in one dimension, where random potentials with the periodic form of the same correlation were sampled and diagonalized at $\varepsilon=10\,T_L$ on a ring of length $8L$ with 64 grid points; the numbers below refer to this grid. States this deep are far too rare for direct sampling, so the potentials were drawn around the optimal well and each was reweighted by the exact ratio of its true probability to its sampling probability, which leaves the average unbiased. The optimal well gives $\sigma^2B/T_L^2=97.5$ on this grid and 97.9 on fine grids; an expansion to second order around the well indicates that refining the grid lowers the two counts below by about 11\% and 20\%, while the prefactor ratio quoted at the end hardly changes. The numbers of states of one spin (as in all one-dimensional counts here) per length $L$ below $-\varepsilon$ were $2.63\times10^{-15}$ for $\sigma=1.75\,T_L$ and $1.30\times10^{-28}$ for $\sigma=1.25\,T_L$. If the prefactor is ignored, they imply
\begin{equation}
\frac{\sigma^2B}{T_L^2}=\frac{\ln(2.63\times10^{-15}/1.30\times10^{-28})}{1/1.25^2-1/1.75^2}=97.7 .
\end{equation}
The sampling errors of 5\% and 6\% in the two numbers correspond to about 0.25 in this value. A prefactor $\sigma^p$ would shift it by $1.07\,p$, about one per cent for $p=1$.

At $\sigma=1.25\,T_L$ Kane's one-dimensional count is $6.85\times10^{-17}$, so the sampled count is smaller by a factor $1.9\times10^{-12}$. The exponents alone would give $e^{-(97.5-50)/1.25^2}\approx6\times10^{-14}$. The prefactors thus return a factor of about 30, while leaving the true tail far below Kane's. For the three-dimensional example the exponential factors should likewise not be read as ratios of densities of states. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass m = 0.10 electron masses
correlation length L = 100 bohr
rms potential sigma = 2.00 mHa
kinetic scale T_L = 0.500 mHa
edge coefficient A = 4.53122e-03 Ha^-3/2 bohr^-3
Kane DOS (Ha^-1 bohr^-3):
  E =  -10.0 mHa: 2.2320e-11
  E =   -6.0 mHa: 1.3007e-07
  E =    0.0 mHa: 8.3304e-05
  E =    6.0 mHa: 3.4533e-04
  E =   10.0 mHa: 4.5076e-04
  tail formula / full Kane at 3 sigma: 1.1776
  tail formula / full Kane at 5 sigma: 1.0699
  tail formula / full Kane at 10 sigma: 1.0184
depth mHa | T mHa | s | power n | B_Kane | B
    2.0 | 0.817 | 0.2634 | 1.420 | 0.50 | 3.76
    4.0 | 1.290 | 0.3360 | 1.512 | 2.00 | 10.41
    6.0 | 1.685 | 0.3802 | 1.562 | 4.50 | 19.41
    8.0 | 2.036 | 0.4119 | 1.594 | 8.00 | 30.57
   10.0 | 2.358 | 0.4364 | 1.618 | 12.50 | 43.75
log slope at 3 sigma, Kane: 1.500 per mHa
log slope at 3 sigma, localised: 5.052 per mHa
Gaussian trial b / optimal b at 3 sigma: 1.0040
common exponent for depth comparison: 12.50
Kane depth: 10.00 mHa = 272.1 meV
localised depth: 4.51 mHa = 122.8 meV
depth ratio localised/Kane: 0.451
limits: eps/T_L | T/eps | power n | B/B_Kane
  1e-03 | 2.8646 | 0.5175 | 9.679e+04
  1e+04 | 0.0289 | 1.9438 | 1.186
  1e+06 | 0.0062 | 1.9877 | 1.038
1D quantum/phase-space count, sigma = 200 T_L: 1.0149
1D tail at eps = 10 T_L: T = 1.110 T_L, s = 0.6328
1D b from optimal well: 97.52
1D b from sampled tail: 97.73
1D states per L below -eps: sigma/T_L | sampled | rel.err | Kane
  1.75 | 2.629e-15 | 0.052 | 8.392e-10
  1.25 | 1.302e-28 | 0.059 | 6.847e-17
\end{verbatim}
